\section*{The Dirac Anticommutator, Spacelike Locality and the Failure of Commutator Quantization}

\section{Definitions and conventions}

The metric is $(+,-,-,-)$, $x^0=ct$, and $\kappa=mc/\hbar$ is the inverse reduced Compton wavelength. The field is free, so the charge does not enter. With $\alpha^i=\gamma^0\gamma^i$ and $\beta=\gamma^0$, the Dirac equation is
\begin{equation}
i\partial_0\psi=(-i\boldsymbol\alpha\cdot\nabla+\beta\kappa)\psi ,
\qquad\text{or}\qquad (i\not\!\partial-\kappa)\psi=0 .
\end{equation}
On a plane wave $e^{i\mathbf k\cdot\mathbf x}$ the operator on the right of the first form is the matrix $h(\mathbf k)=\boldsymbol\alpha\cdot\mathbf k+\beta\kappa$. The matrices $\alpha^i,\beta$ anticommute with each other and square to one, so $h(\mathbf k)^2=\mathbf k^2+\kappa^2\equiv\omega^2$, with $\omega>0$. The eigenvalues are $\pm\omega$, each with two eigenvectors.

Choose orthonormal spinors with $h(\mathbf k)u_s(\mathbf k)=\omega u_s(\mathbf k)$ and $h(-\mathbf k)v_s(\mathbf k)=-\omega v_s(\mathbf k)$, $s=1,2$. Write $kx=\omega x^0-\mathbf k\cdot\mathbf x$. The general solution is
\begin{equation}
\psi(x)=\int\!\frac{d^3k}{(2\pi)^3}\sum_s\left[b_s(\mathbf k)u_s(\mathbf k)e^{-ikx}+c_s(\mathbf k)v_s(\mathbf k)e^{ikx}\right].
\label{modes}
\end{equation}
The second wave has wave vector $-\mathbf k$ and frequency $-\omega$, which is why $v_s$ belongs to $h(-\mathbf k)$.

The Dirac Hamiltonian is $H=\hbar c\int d^3x\,\psi^\dagger(-i\boldsymbol\alpha\cdot\nabla+\beta\kappa)\psi$. Spinors with the same wave vector and opposite frequency are orthogonal, so the cross terms drop out. Without any reordering of operators,
\begin{equation}
H=\int\!\frac{d^3k}{(2\pi)^3}\,\hbar c\,\omega\sum_s\left(b_s^\dagger b_s-c_s^\dagger c_s\right).
\label{H}
\end{equation}

Two quantizations are compared. In rule F,
\begin{equation}
\{b_s(\mathbf k),b^\dagger_{s'}(\mathbf k')\}=\{c_s(\mathbf k),c^\dagger_{s'}(\mathbf k')\}=(2\pi)^3\delta_{ss'}\delta^3(\mathbf k-\mathbf k'),
\end{equation}
and all other anticommutators vanish. In rule B every anticommutator is replaced by a commutator. Both rules reproduce the Dirac equation as the Heisenberg equation. For one normalized mode, $[c,c^\dagger c]=\{c,c^\dagger\}c-c^\dagger\{c,c\}=c$ under F, and $[c,c^\dagger c]=[c,c^\dagger]c+c^\dagger[c,c]=c$ under B. Hence
\begin{equation}
[b,H]=\hbar c\,\omega\,b,\qquad [c,H]=-\hbar c\,\omega\,c ,
\label{heis}
\end{equation}
which are the frequencies in (\ref{modes}). The equation of motion therefore does not choose between the rules.

With $z=x-y$, the Pauli-Jordan function is
\begin{equation}
\Delta(z)=-\int\!\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf z}\,\frac{\sin\omega z^0}{\omega}.
\label{pj}
\end{equation}
It is a distribution: it has a value after averaging with a smooth function.

\section{Theorem}

(a) Under rule F,
\begin{equation}
\{\psi(x),\bar\psi(y)\}=(i\not\!\partial+\kappa)\,i\Delta(x-y),
\label{main}
\end{equation}
with derivatives taken with respect to $x$, and this vanishes for $(x-y)^2<0$. In units $\hbar=c=1$ the operator is $i\not\!\partial+m$.

(b) Let the field be enclosed in a periodic box, so that modes are normalizable. Under rule B, let the operators act on a space of positive norm that contains an eigenvector of $H$ to which all powers of the mode operators can be applied. Then the energy is unbounded below.

The positive norm in (b) is a real condition; Section 6 shows what happens without it.

\section{Two lemmas}

\paragraph{Lemma 1 (spinor sums).} With $\not\!k=\gamma^0\omega-\boldsymbol\gamma\cdot\mathbf k$,
\begin{equation}
\sum_su_s\bar u_s=\frac{\not\!k+\kappa}{2\omega},\qquad \sum_sv_s\bar v_s=\frac{\not\!k-\kappa}{2\omega}.
\label{sums}
\end{equation}

\emph{Proof.} The matrix $[\omega+h(\mathbf k)]/2\omega$ equals one on the eigenvectors with eigenvalue $\omega$ and zero on the others, so it is $\sum_su_su_s^\dagger$. Multiply by $\gamma^0$ from the right. Since $\boldsymbol\alpha\gamma^0=\gamma^0\boldsymbol\gamma\gamma^0=-\boldsymbol\gamma$ and $\beta\gamma^0=1$, the first sum follows. Likewise
\begin{equation}
\sum_sv_sv_s^\dagger=\frac{\omega-h(-\mathbf k)}{2\omega}=\frac{\omega+\boldsymbol\alpha\cdot\mathbf k-\beta\kappa}{2\omega},
\end{equation}
and multiplication by $\gamma^0$ gives the second sum.

\paragraph{Lemma 2 (closed form).} Let $t=z^0$, $r=|\mathbf z|$ and $s=\sqrt{t^2-r^2}$ inside the light cone. Then
\begin{equation}
\Delta=-\operatorname{sgn}(t)\left[\frac{\delta(t^2-r^2)}{2\pi}-\theta(t^2-r^2)\frac{\kappa J_1(\kappa s)}{4\pi s}\right].
\label{closed}
\end{equation}

\emph{Proof.} The angular integral of $e^{i\mathbf k\cdot\mathbf z}$ is $4\pi\sin(kr)/(kr)$. Therefore, for $r>0$,
\begin{equation}
\Delta=-\frac1{2\pi^2r}\int_0^\infty\!dk\,k\sin(kr)\frac{\sin\omega t}{\omega}=\frac1{2\pi r}\frac{\partial G}{\partial r},
\quad
G=\frac1{2\pi}\int_{-\infty}^{\infty}\!dk\,\cos(kr)\frac{\sin\omega t}{\omega}.
\end{equation}
Subtracting $\sin(kr)\cos(\omega t)$, which is odd in $k$, from the numerator of $G$ changes nothing and makes it $\sin(\omega t-kr)$. Put $k=\kappa\sinh\theta$, so that $\omega=\kappa\cosh\theta$ and $dk/\omega=d\theta$:
\begin{equation}
G=\frac1{2\pi}\int_{-\infty}^{\infty}d\theta\,\sin\left[\kappa(t\cosh\theta-r\sinh\theta)\right].
\end{equation}
The phase is $\frac12\kappa[(t-r)e^\theta+(t+r)e^{-\theta}]$. In each tail one exponential dominates, and $u=e^{\pm\theta}$ turns the integral into one of the type $\int\sin(au)\,du/u$. It converges off the cone, and its partial integrals are bounded. The limit may therefore be taken under an average with a smooth function, and $G$ may be differentiated as a distribution.

Outside the cone set $t=\rho\sinh\eta$, $r=\rho\cosh\eta$. The phase becomes $-\kappa\rho\sinh(\theta-\eta)$. After the shift $\theta\to\theta+\eta$ the integrand is odd, so $G=0$.

Inside the future cone set $t=s\cosh\eta$, $r=s\sinh\eta$. The phase becomes $\kappa s\cosh(\theta-\eta)$, and
\begin{equation}
G=\frac1{2\pi}\operatorname{Im}\int_{-\infty}^{\infty}d\theta\,e^{i\kappa s\cosh\theta}.
\end{equation}
For $\theta=a+ib$ the modulus of the integrand is $e^{-\kappa s\sinh a\sin b}$. The path can thus be moved to run from $-\infty-i\pi/2$ to $-i\pi/2$, up the imaginary axis to $i\pi/2$, and on to $\infty+i\pi/2$. On the horizontal pieces the integrand is the real function $e^{-\kappa s|\sinh a|}$, which adds nothing to the imaginary part. On the vertical piece $\theta=i\varphi$, and Bessel's integral for $J_0$ gives
\begin{equation}
G=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}d\varphi\,\cos(\kappa s\cos\varphi)=\tfrac12J_0(\kappa s).
\end{equation}
Since $G$ is odd in $t$, in general $G=\frac12\operatorname{sgn}(t)\,\theta(t^2-r^2)J_0(\kappa s)$. Now differentiate, with $J_0'=-J_1$, $\partial s/\partial r=-r/s$ and $J_0(0)=1$:
\begin{equation}
\frac1{2\pi r}\frac{\partial G}{\partial r}=\frac{\operatorname{sgn}(t)}{4\pi r}\left[-2r\,\delta(t^2-r^2)+\theta(t^2-r^2)\frac{\kappa r}{s}J_1(\kappa s)\right].
\end{equation}
This is (\ref{closed}). The line $r=0$, $t\ne0$ follows by Lorentz invariance, because $d^3k/\omega$ is an invariant measure.

As $\kappa\to0$ the interior term tends to $\kappa^2/8\pi\to0$, and the massless function lives on the light cone alone.

\section{Proof of part (a)}

Insert (\ref{modes}) and use rule F. The delta functions remove one momentum integral, and Lemma 1 gives
\begin{equation}
\{\psi(x),\bar\psi(y)\}=\int\!\frac{d^3k}{(2\pi)^32\omega}\left[(\not\!k+\kappa)e^{-ikz}+(\not\!k-\kappa)e^{ikz}\right].
\end{equation}
Differentiation yields $i\not\!\partial e^{-ikz}=\not\!k\,e^{-ikz}$ and $i\not\!\partial e^{ikz}=-\not\!k\,e^{ikz}$. The second term is therefore $-(i\not\!\partial+\kappa)e^{ikz}$, and
\begin{equation}
\{\psi(x),\bar\psi(y)\}=(i\not\!\partial+\kappa)\int\!\frac{d^3k}{(2\pi)^32\omega}\left(e^{-ikz}-e^{ikz}\right).
\label{minus}
\end{equation}
In the last exponential replace $\mathbf k$ by $-\mathbf k$. The bracket becomes $e^{i\mathbf k\cdot\mathbf z}(e^{-i\omega z^0}-e^{i\omega z^0})=-2i\,e^{i\mathbf k\cdot\mathbf z}\sin\omega z^0$, and by (\ref{pj}) the integral is $i\Delta(z)$. This proves (\ref{main}).

By Lemma 2, $\Delta$ is zero throughout the open region $z^2<0$, so its derivatives vanish there too. The open region matters. At $z^0=0$ the function $\Delta$ vanishes for every $\mathbf z$, but (\ref{pj}) gives $\partial_0\Delta=-\delta^3(\mathbf z)$. Then (\ref{main}) reduces to $-\gamma^0\partial_0\Delta=\gamma^0\delta^3(\mathbf z)$, which is the canonical relation $\{\psi,\psi^\dagger\}=\delta^3$. This completes part (a).

\paragraph{Remark 1 (observables).} For any four operators,
\begin{equation}
[AB,CD]=A\{B,C\}D-\{A,C\}BD+CA\{B,D\}-C\{A,D\}B ,
\end{equation}
as expansion of the right side shows: the terms $ACBD$, $CABD$ and $CADB$ cancel in pairs. Take $A,B$ to be components of $\bar\psi,\psi$ at $x$, and $C,D$ the same at $y$. All four anticommutators vanish at spacelike separation, so bilinears such as the current density commute there. The field itself anticommutes; the measurable bilinears do not disturb one another.

\paragraph{Remark 2 (both frequencies are needed).} Let $D_+(z)=\int d^3k\,e^{-ikz}/[(2\pi)^32\omega]$, so that $i\Delta(z)=D_+(z)-D_+(-z)$. The steps of Lemma 2 give $D_+=-(2\pi r)^{-1}\partial_rg$, where outside the cone
\begin{equation}
g=\frac1{4\pi}\int_{-\infty}^\infty d\theta\,e^{i\kappa\rho\sinh\theta}=\frac1{4\pi}\int_{-\infty}^\infty d\theta\,e^{-\kappa\rho\cosh\theta}=\frac{K_0(\kappa\rho)}{2\pi}.
\end{equation}
The second form comes from moving the path up by $i\pi/2$. With $K_0'=-K_1$ and $\partial\rho/\partial r=r/\rho$,
\begin{equation}
D_+(z)=\frac{\kappa K_1(\kappa\rho)}{4\pi^2\rho},\qquad \rho^2=-z^2>0 .
\label{dplus}
\end{equation}
The particle part $D_+(z)$ of $i\Delta$ does not vanish outside the cone. It is even in $z$ there, so the antiparticle part $-D_+(-z)$ cancels it.

\paragraph{Numbers for the electron.} The unit of length is $L=1/\kappa=0.38616$ pm. Because the anticommutator is a distribution, it is averaged over $\mathbf z$ with a normalized Gaussian of width $\sigma=0.2L$, which multiplies each mode by $e^{-\sigma^2k^2/2}$. The modes come from numerical diagonalization of $h(\mathbf k)$, and the momentum integral is done by Gauss quadrature. The vector $\mathbf z$ lies along the third axis. In the numerical examples $ct$ denotes the length $z^0$, which Lemma 2 called $t$, so that $s=\sqrt{c^2t^2-r^2}$.

At $ct=L$, $r=3L$ the largest matrix element has modulus $7.713\times10^{-4}L^{-3}$ in the particle part and the same in the antiparticle part. In their sum it is $5.5\times10^{-16}L^{-3}$, which is rounding error. The cone is ten widths away, so its smeared tail carries the factor $e^{-50}$.

At the timelike point $ct=3L$, $r=L$ one has $\kappa s=\sqrt8$, and (\ref{closed}) gives $\Delta=J_1(\sqrt8)/(4\pi\sqrt8\,L^2)=0.01126\,L^{-2}$. From $d[J_1(\kappa s)/s]/ds=-\kappa J_2(\kappa s)/s$,
\begin{equation}
\{\psi,\bar\psi\}=\frac{\kappa^2J_2(\kappa s)}{4\pi s^2}\left(ct\,\gamma^0-r\gamma^3\right)+i\kappa\Delta .
\end{equation}
The coefficients of $\gamma^0$, $\gamma^3$ and $i$ times the unit matrix are $0.01431$, $-0.00477$ and $0.01126$ in $L^{-3}$. The first is $0.2485\ \mathrm{pm}^{-3}$. The smeared mode sum gives $0.01450$, $-0.00487$ and $0.01157$, larger in magnitude by 1 to 3 per cent of the point values. Smearing acts as $e^{\sigma^2\nabla^2/2}=1+\sigma^2\nabla^2/2+\dots$, so the shift is quadratic in a small width. Halving the width to $0.1L$ reduces the shift of $\Delta$ by a factor of 4.03.

At $ct=2L$, $r=2.1L$ the smeared coefficients are $0.1053$, $-0.1374$ and $-0.0564$ in $L^{-3}$. This point is spacelike, but it lies only half a width from the cone, so the average includes the singular shell.

\section{Proof of part (b)}

Under rule B the calculation of Section 4 runs with commutators in place of anticommutators and gives $[\psi(x),\bar\psi(y)]=(i\not\!\partial+\kappa)i\Delta(x-y)$. The field is then just as local. The energy is what fails.

Take one negative-frequency mode in the box, with $[c,c^\dagger]=1$ and $\varepsilon=\hbar c\,\omega$. The adjoint of (\ref{heis}) is $[H,c^\dagger]=-\varepsilon c^\dagger$. If $H\Phi=E\Phi$, then
\begin{equation}
Hc^\dagger\Phi=c^\dagger H\Phi-\varepsilon c^\dagger\Phi=(E-\varepsilon)c^\dagger\Phi .
\end{equation}
The new vector is not zero, because
\begin{equation}
\|c^\dagger\Phi\|^2=\langle\Phi,cc^\dagger\Phi\rangle=\langle\Phi,(c^\dagger c+1)\Phi\rangle=\|c\Phi\|^2+\|\Phi\|^2\ge\|\Phi\|^2>0 .
\label{norm}
\end{equation}
Repetition gives eigenvectors with energies $E-n\varepsilon$ for every positive integer $n$. No lower bound exists, which proves part (b). Subtracting a constant from $H$ cannot help, since the descent starts from any $E$.

\paragraph{Remark 3 (why rule F stops the descent).} Under F, $(c^\dagger)^2=0$, so each mode can lower the energy once. Define $d=c^\dagger$. Then $-c^\dagger c=-dd^\dagger=d^\dagger d-1$, and after subtraction of a constant,
\begin{equation}
H=\sum\hbar c\,\omega\,(b^\dagger b+d^\dagger d)\ge0 .
\end{equation}
The sum runs over all modes in the box. The constant is the energy of the filled negative-frequency modes. It diverges with their number, so it is removed with a momentum cutoff in place, and the space is built on the state annihilated by all $b$ and $d$.

\paragraph{Numbers for one wave vector.} Take $\mathbf k=(0.25,0.5,0.5)\kappa$. Then $\mathbf k^2=0.5625\kappa^2$, $\omega=\sqrt{1.5625}\,\kappa=1.25\kappa$ and $\varepsilon=1.25\,mc^2=638.7$ keV. The four spinor components of the field at this wave vector have the Hamiltonian $\hbar c\sum_{ab}\psi_a^\dagger h_{ab}\psi_b$, which conserves the number $N$ of quanta.

With commuting components, numerical diagonalization at fixed $N$ gives lowest energies $-1.25$, $-2.50$, $-3.75$, $-5.00$, $-6.25$ and $-7.50$ in units of $mc^2$ for $N=1$ to $6$. These are $-N\varepsilon$; the last is $-3832$ keV. With anticommuting components the space has 16 states in all. Its lowest energy is $-2.50\,mc^2=-1277.5$ keV, reached with two quanta, one in each negative-frequency spinor state. The next level lies $1.25\,mc^2$ higher.

\section{What it costs to keep commutators}

Write $c=d^\dagger$ for one mode, so that $d^\dagger$ is meant to create an antiparticle, and let $d\Phi_0=0$. Three choices avoid some assumption of part (b).

\paragraph{Indefinite metric.} Rule B requires $[c,c^\dagger]=[d^\dagger,d]=1$, hence $[d,d^\dagger]=-1$. Then $d^\dagger d\,(d^\dagger)^n\Phi_0=-n(d^\dagger)^n\Phi_0$. The mode Hamiltonian is $-\varepsilon dd^\dagger=\varepsilon(1-d^\dagger d)$, with eigenvalues $\varepsilon(n+1)$. The energy is bounded below, by $1.25\,mc^2$ for the mode above. However,
\begin{equation}
\langle d^\dagger\Phi_0,d^\dagger\Phi_0\rangle=\langle\Phi_0,dd^\dagger\Phi_0\rangle=-\langle\Phi_0,\Phi_0\rangle .
\end{equation}
A state with one antiparticle has negative norm and admits no probability interpretation. The inequality $\|c\Phi\|^2+\|\Phi\|^2\ge\|\Phi\|^2$ in (\ref{norm}) fails because $\|c\Phi_0\|^2=-\|\Phi_0\|^2$ is negative; indeed $c^\dagger\Phi_0=d\Phi_0=0$, so the descent stops.

\paragraph{Positive norm with the Dirac Hamiltonian.} Let $[d,d^\dagger]=+1$. Then $[d^\dagger,-\varepsilon dd^\dagger]=-\varepsilon[d^\dagger,d]d^\dagger=+\varepsilon d^\dagger$, whereas (\ref{heis}) demands $-\varepsilon d^\dagger$. The field no longer obeys the Dirac equation. The energies $-\varepsilon(n+1)$ are again unbounded below.

\paragraph{Positive norm with a changed Hamiltonian.} Keep $[d,d^\dagger]=+1$ and postulate $H'=\sum\hbar c\,\omega(b^\dagger b+d^\dagger d)$. Now $[d^\dagger,\varepsilon d^\dagger d]=-\varepsilon d^\dagger$, so the evolution is right and the energy is not negative. But $[c,c^\dagger]=-1$ reverses the sign of the antiparticle term, and (\ref{minus}) is replaced by
\begin{equation}
[\psi(x),\bar\psi(y)]=(i\not\!\partial+\kappa)\Delta_1(z),\qquad \Delta_1(z)=D_+(z)+D_+(-z).
\end{equation}
By (\ref{dplus}), $\Delta_1=\kappa K_1(\kappa\rho)/(2\pi^2\rho)$ outside the cone. Its product with $\kappa$ is the unit-matrix part of the commutator, and it is positive at every spacelike separation. For the electron at equal times and $r=2L$, with the same Gaussian average, this part is $3.683\times10^{-3}L^{-3}$. The two parts that cancel under rule F now add, and locality of the field fails at every spacelike separation. The unit-matrix part depends on $\rho$ alone and falls off as $e^{-\kappa\rho}$ times a power of $\rho$ for $\kappa\rho\gg1$, as the integral for $K_0$ in Remark 2 shows, so the Compton wavelength sets the scale in $\rho$ over which it is appreciable. From $d[K_1(x)/x]/dx=-K_2(x)/x$ and $\partial_\mu\rho=-z_\mu/\rho$, the remaining part is $i\not\!z\,\kappa^2K_2(\kappa\rho)/(2\pi^2\rho^2)$. It has the same exponential factor, but at fixed $\rho$ its entries grow in proportion to the components of $z$, so near the light cone they need not be small.
